# Creep Parameters of a Ferroelectric Domain Wall from Three Speeds: verification in Python

```python
"""Creep law of a ferroelectric domain wall from three speeds.

Result under test: for ln v = ln v0 - (E0/E)**mu and fields E1, r*E1, r*r*E1,
with D1 = ln(v2/v1), D2 = ln(v3/v2), q = D2/D1,
    mu = -ln(q)/ln(r),  A1 = D1**2/(D1-D2),
    E0 = E1*A1**(1/mu),  ln v0 = ln v1 + A1.
mu: creep exponent; E0: effective field scale; v0: effective prefactor;
A1: (E0/E1)**mu. Speeds are generated from a barrier U*((Ec/E)**mu - 1)
with attempt speed va and depinning field Ec.
Fields in MV/cm, speeds in m/s, energies in eV unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import k0


def barrier_speed(field, mu, barrier, depin_field, attempt, temperature):
    thermal = const.k * temperature / const.e
    return attempt * np.exp(-barrier / thermal
                            * ((depin_field / field)**mu - 1))


def log_speed(field, params):
    mu, log_scale, log_prefactor = params
    return log_prefactor - (np.exp(log_scale) / field)**mu


def invert(first_field, ratio, speeds):
    """Closed form; returns mu, ln E0, ln v0 (speeds on the first axis)."""
    logs = np.log(speeds)
    d1, d2 = logs[1] - logs[0], logs[2] - logs[1]
    mu = -np.log(d2 / d1) / np.log(ratio)
    a1 = d1**2 / (d1 - d2)
    return np.array([mu, np.log(first_field) + np.log(a1) / mu,
                     logs[0] + a1])


# Model inputs
T, mu_true, U, Ec, va = 300.0, 0.9, 0.12, 1.5, 1.0
E1, r = 0.30, 1.5
fields = E1 * r**np.arange(3)
kT = const.k * T / const.e
v = barrier_speed(fields, mu_true, U, Ec, va, T)
L = np.log(v)
D1, D2 = np.diff(L)
q = D2 / D1
fit = invert(E1, r, v)
mu, lnE0, lnv0 = fit
E0, v0 = np.exp(lnE0), np.exp(lnv0)
A1 = D1**2 / (D1 - D2)

# Inversion returns the effective combinations of the barrier parameters
assert np.isclose(mu, mu_true, rtol=1e-10)
assert np.isclose(E0, Ec * (U / kT)**(1 / mu_true), rtol=1e-9)
assert np.isclose(v0, va * np.exp(U / kT), rtol=1e-9)

# Another barrier set gives the same speeds: U, Ec, va are not separable
U_alt = 0.08
Ec_alt = Ec * (U / U_alt)**(1 / mu_true)
va_alt = va * np.exp((U - U_alt) / kT)
v_alt = barrier_speed(fields, mu_true, U_alt, Ec_alt, va_alt, T)
assert np.allclose(v_alt, v, rtol=1e-10)


# Independent root search: fit two points for a trial exponent, test the third
def third_point_residual(trial):
    powers = fields**(-trial)
    strength = (L[1] - L[0]) / (powers[0] - powers[1])
    return L[2] - L[1] - strength * (powers[1] - powers[2])


trial_grid = np.linspace(0.02, 6, 600)
signs = np.sign([third_point_residual(m) for m in trial_grid])
assert np.count_nonzero(np.diff(signs)) == 1
assert np.isclose(brentq(third_point_residual, 0.02, 6), mu, rtol=1e-9)

# Random parameter sets
rng = np.random.default_rng(7)
for _ in range(200):
    true = np.array([rng.uniform(0.2, 1.5), np.log(rng.uniform(3, 20)),
                     rng.uniform(-3, 6)])
    e_first, ratio = rng.uniform(0.1, 0.6), rng.uniform(1.2, 2.0)
    sample = np.exp(log_speed(e_first * ratio**np.arange(3), true))
    assert np.allclose(invert(e_first, ratio, sample), true,
                       rtol=1e-7, atol=1e-7)

# Common calibration factors
assert np.allclose(invert(E1, r, 1.05 * v) - fit, [0, 0, np.log(1.05)],
                   atol=1e-9)
assert np.allclose(invert(1.05 * E1, r, v) - fit, [0, np.log(1.05), 0],
                   atol=1e-9)

# Derived sensitivities against the inverse Jacobian of the forward law
row_mu = -np.array([1 / D1, -(1 / D1 + 1 / D2), 1 / D2]) / np.log(r)
row_v0 = np.array([q**2, -2 * q, 1]) / (1 - q)**2
row_E0 = ((row_v0 - np.array([1, 0, 0])) / A1
          - np.log(E0 / E1) * row_mu) / mu
sensitivity = np.array([row_mu, row_E0, row_v0])
step = 1e-5
jacobian = np.column_stack([
    (log_speed(fields, fit + step * unit)
     - log_speed(fields, fit - step * unit)) / (2 * step)
    for unit in np.eye(3)])
assert np.allclose(sensitivity, np.linalg.inv(jacobian), rtol=1e-5)

# Five percent errors: alternating patterns bound the whole error box
err = 0.05
pattern = np.array([1, -1, 1])
high = invert(E1, r, v * (1 + err * pattern))
low = invert(E1, r, v * (1 - err * pattern))
box = v[:, None] * rng.uniform(1 - err, 1 + err, (3, 20000))
corners = v[:, None] * (1 + err * np.array(
    list(itertools.product([-1, 1], repeat=3))).T)
for cloud in (box, corners):
    out = invert(E1, r, cloud)
    cloud_logs = np.log(cloud)
    cloud_q = (cloud_logs[2] - cloud_logs[1]) / (cloud_logs[1] - cloud_logs[0])
    assert cloud_q.min() > 0.5
    for i in range(3):
        lower, upper = sorted((high[i], low[i]))
        assert out[i].min() >= lower - 1e-10
        assert out[i].max() <= upper + 1e-10
assert high[0] < mu < low[0]
assert high[1] > lnE0 > low[1] and high[2] > lnv0 > low[2]
bound_v0 = err * ((1 + q) / (1 - q))**2
assert np.isclose(bound_v0, err * np.abs(np.linalg.inv(jacobian)[2]).sum(),
                  rtol=1e-5)

# Independent random errors: quadrature rule, then the actual 5 percent case
noise = rng.standard_normal((3, 100000))
rms_coeff = np.sqrt((sensitivity**2).sum(axis=1))
small = invert(E1, r, v[:, None] * np.exp(0.005 * noise)).std(axis=1)
assert np.allclose(small, 0.005 * rms_coeff, rtol=0.02)  # sampling error
spread = invert(E1, r, v[:, None] * np.exp(err * noise)).std(axis=1)

# Alternating error at which no finite creep law remains
log_limit = (D1 - D2) / 4
for factor, allowed in ((0.99, True), (1.01, False)):
    d_first, d_second = np.diff(np.log(v * np.exp(factor * log_limit
                                                  * pattern)))
    assert (d_second < d_first) == allowed

# Interpolation is robust, extrapolation is not
window = np.linspace(fields[0], fields[2], 2001)
window_error = np.abs(log_speed(window, high) - log_speed(window, fit)).max()
E_low = E1 / r
low_field_factor = np.exp(log_speed(E_low, high) - log_speed(E_low, fit))
assert window_error < 0.07
assert abs(np.log(low_field_factor)) > 2 * window_error

# Field ratio as a design choice, top field held fixed
design = []
for ratio in (1.25, 1.5, 1.75):
    e_first = fields[2] / ratio**2
    speeds = barrier_speed(e_first * ratio**np.arange(3),
                           mu_true, U, Ec, va, T)
    bad = invert(e_first, ratio, speeds * (1 + err * pattern))
    design.append((ratio, speeds[0], bad[0], np.exp(bad[2] - lnv0)))
assert design[0][2] < design[1][2] < design[2][2] < mu
assert design[0][3] > design[1][3] > design[2][3] > 1

# Neglected effects
imprint = 0.01
fit_imprint = invert(E1, r, barrier_speed(fields - imprint, mu_true,
                                          U, Ec, va, T))
fit_flow = invert(E1, r, v / (1 + v / va))
warm_ratio = barrier_speed(E1, mu_true, U, Ec, va, T + 1) / v[0]
field_error = np.log(1 + err) / (mu * A1)
shifted = barrier_speed(E1 * (1 + field_error), mu_true, U, Ec, va, T)
assert np.isclose(shifted / v[0], 1 + err, rtol=2e-3)
thickness_nm, polarization_uC = 100.0, 70.0
conductivity, diffusivity = 10.0, 4e-6  # W/(m K), m^2/s, rough substrate
thickness = thickness_nm * 1e-9
polarization = polarization_uC * 1e-2
line_power = 2 * polarization * fields[2] * 1e8 * v[2] * thickness
heating = (line_power / (np.pi * conductivity)
           * k0(v[2] * thickness / (2 * diffusivity)))
breakdown = 2.0

print(f"Inputs: T = {T:.0f} K, kT = {kT:.6f} eV, mu = {mu_true}")
print(f"Inputs: U = {U} eV, Ec = {Ec} MV/cm, va = {va} m/s, r = {r}")
for i in range(3):
    print(f"Point {i+1}: E = {fields[i]:.3f} MV/cm, v = {v[i]:.6e} m/s,"
          f" ln(v/(m/s)) = {L[i]:.6f}")
print(f"D1 = {D1:.6f}, D2 = {D2:.6f}, q = {q:.6f}, A1 = {A1:.5f}")
print(f"U/kT = {U/kT:.5f}")
print(f"Recovered mu = {mu:.6f}")
print(f"Recovered E0 = {E0:.5f} MV/cm"
      f" = {E0*1e8*const.angstrom:.6f} V/angstrom")
print(f"Recovered v0 = {v0:.4f} m/s"
      f" = {v0*1e-12/const.angstrom:.6f} angstrom/ps")
print(f"Same speeds from: U = {U_alt} eV, Ec = {Ec_alt:.4f} MV/cm,"
      f" va = {va_alt:.4f} m/s")
print("Sensitivities to ln v1, ln v2, ln v3 (dimensionless):")
for name, row in zip(("mu", "ln E0", "ln v0"), sensitivity):
    print(f"  {name}: {row[0]:.4f}, {row[1]:.4f}, {row[2]:.4f}")
for name, p in (("+5,-5,+5", high), ("-5,+5,-5", low)):
    print(f"Errors {name} %: mu = {p[0]:.4f},"
          f" E0 = {np.exp(p[1]):.3f} MV/cm, v0 = {np.exp(p[2]):.2f} m/s")
print(f"v0 factors at these extremes: {np.exp(high[2]-lnv0):.3f},"
      f" {np.exp(low[2]-lnv0):.3f}")
print(f"First-order bound on |d ln v0| for 0.05 log errors: {bound_v0:.4f}")
print("Random 0.05 log errors, quadrature rule: sd(mu, ln E0, ln v0) = "
      + ", ".join(f"{x:.4f}" for x in err * rms_coeff))
print("Random 0.05 log errors, simulated: sd(mu, ln E0, ln v0) = "
      + ", ".join(f"{x:.4f}" for x in spread))
print(f"Alternating log error where q = 1: {log_limit:.4f}"
      f" (speed factor {np.exp(log_limit):.4f})")
print(f"Largest |d ln v| inside window for +5,-5,+5 %: {window_error:.4f}")
print(f"Extrapolated to {E_low:.3f} MV/cm: true v ="
      f" {np.exp(log_speed(E_low, fit)):.3e} m/s,"
      f" predicted/true = {low_field_factor:.4f}")
print("Field ratio at fixed top field, errors +5,-5,+5 %:")
for ratio, slow, bad_mu, bad_factor in design:
    print(f"  r = {ratio}: v1 = {slow:.3e} m/s, mu = {bad_mu:.4f},"
          f" v0 factor = {bad_factor:.3f}")
for name, p in ((f"Imprint {imprint} MV/cm ignored", fit_imprint),
                ("Viscous saturation ignored", fit_flow)):
    print(f"{name}: mu = {p[0]:.4f}, E0 = {np.exp(p[1]):.3f} MV/cm,"
          f" v0 = {np.exp(p[2]):.2f} m/s")
print(f"1 K warmer at point 1: speed ratio = {warm_ratio:.4f}")
print(f"Field error at point 1 equal to 5 % in speed:"
      f" {100*field_error:.3f} %")
print(f"Film: {thickness_nm:.0f} nm, top voltage ="
      f" {fields[2]*1e8*thickness:.3f} V, Ps = {polarization_uC:.0f} uC/cm2")
print(f"Rough substrate: {conductivity:.0f} W/(m K), {diffusivity:.0e} m2/s")
print(f"Self-heating at top field = {heating:.4f} K")
print(f"Top field / rough breakdown field ({breakdown} MV/cm) ="
      f" {fields[2]/breakdown:.4f}")
print("PASS")
```

Printed output:

```
Inputs: T = 300 K, kT = 0.025852 eV, mu = 0.9
Inputs: U = 0.12 eV, Ec = 1.5 MV/cm, va = 1.0 m/s, r = 1.5
Point 1: E = 0.300 MV/cm, v = 2.721338e-07 m/s, ln(v/(m/s)) = -15.116972
Point 2: E = 0.450 MV/cm, v = 1.144025e-04 m/s, ln(v/(m/s)) = -9.075788
Point 3: E = 0.675 MV/cm, v = 7.584289e-03 m/s, ln(v/(m/s)) = -4.881676
D1 = 6.041184, D2 = 4.194111, q = 0.694253, A1 = 19.75878
U/kT = 4.64181
Recovered mu = 0.900000
Recovered E0 = 8.25762 MV/cm = 0.082576 V/angstrom
Recovered v0 = 103.7316 m/s = 1.037316 angstrom/ps
Same speeds from: U = 0.08 eV, Ec = 2.3537 MV/cm, va = 4.6986 m/s
Sensitivities to ln v1, ln v2, ln v3 (dimensionless):
  mu: -0.4082, 0.9963, -0.5880
  ln E0: 1.7375, -4.5050, 2.7676
  ln v0: 5.1560, -14.8533, 10.6973
Errors +5,-5,+5 %: mu = 0.8006, E0 = 13.792 MV/cm, v0 = 580.52 m/s
Errors -5,+5,-5 %: mu = 1.0001, E0 = 5.525 MV/cm, v0 = 25.90 m/s
v0 factors at these extremes: 5.596, 0.250
First-order bound on |d ln v0| for 0.05 log errors: 1.5353
Random 0.05 log errors, quadrature rule: sd(mu, ln E0, ln v0) = 0.0613, 0.2783, 0.9508
Random 0.05 log errors, simulated: sd(mu, ln E0, ln v0) = 0.0613, 0.2840, 0.9660
Alternating log error where q = 1: 0.4618 (speed factor 1.5869)
Largest |d ln v| inside window for +5,-5,+5 %: 0.0526
Extrapolated to 0.200 MV/cm: true v = 4.526e-11 m/s, predicted/true = 1.7004
Field ratio at fixed top field, errors +5,-5,+5 %:
  r = 1.25: v1 = 6.847e-05 m/s, mu = 0.5164, v0 factor = 5920.518
  r = 1.5: v1 = 2.721e-07 m/s, mu = 0.8006, v0 factor = 5.596
  r = 1.75: v1 = 4.905e-10 m/s, mu = 0.8541, v0 factor = 2.372
Imprint 0.01 MV/cm ignored: mu = 0.9444, E0 = 7.170 MV/cm, v0 = 73.97 m/s
Viscous saturation ignored: mu = 0.9043, E0 = 8.092 MV/cm, v0 = 95.87 m/s
1 K warmer at point 1: speed ratio = 1.0515
Field error at point 1 equal to 5 % in speed: 0.274 %
Film: 100 nm, top voltage = 6.750 V, Ps = 70 uC/cm2
Rough substrate: 10 W/(m K), 4e-06 m2/s
Self-heating at top field = 0.0214 K
Top field / rough breakdown field (2.0 MV/cm) = 0.3375
PASS
```
